Bias of Area Extraction from Resistance Slope in Diffuse Thin Films, part 1

(Sections cited here and not found follow in the second part.)

**First half: the temperature derivative of the film resistivity**

**The question**

The cross-section of a thin metal conductor may be wanted after the conductor has been buried or has become too small to measure directly. An electrical method avoids cutting it open. One measures the resistance R at two nearby temperatures, forms the slope dR/dT, and compares it with the known slope of the bulk resistivity. The attraction is that surfaces and defects raise the resistance by an amount that seems not to depend on temperature. If so, that amount drops out of the slope, and the slope contains the geometry and the bulk phonon resistivity alone.

Let L be the length, A the true cross-section, ρ0(T) the resistivity of the bulk metal and ρ_f(T) that of the film. Then

R = ρ_f L/A.

The method replaces dρ_f/dT by dρ0/dT and reports the apparent area

A_app = L (dρ0/dT)/(dR/dT).

The replacement would be correct if surface scattering added a constant to ρ0. This is Matthiessen's rule applied to surfaces. The semiclassical theory of a film with diffuse surfaces, due to Fuchs and Sondheimer, does not give a constant. The size and sign of the resulting area error follow from the temperature derivative of the film resistivity.

**Assumptions**

(A1) The film is flat, with uniform thickness d along z. The current flows along x. The width W is much larger than both d and the mean free path, so that A = Wd and the sidewalls may be ignored.

(A2) The electrons are degenerate, with a spherical Fermi surface of radius kF and speed v_F. Their motion is semiclassical, so the quantization of motion across the film is ignored.

(A3) Scattering inside the metal is described by one relaxation time τ(T), the same for all directions and at all depths. It may include phonons and static defects. The mean free path is λ = v_F τ.

(A4) Both surfaces are perfectly diffuse: an electron leaving a surface keeps no memory of its velocity before the collision.

(A5) The dimensions and the electron density are held fixed as T changes. The effect of free thermal expansion is worked out in the second half.

The ratio that governs the problem is k = d/λ. The plain letter k has this meaning throughout, while kF is a wave number.

**Lemma 1: one direction of motion**

Let u > 0 be the cosine of the angle between the velocity and the film normal, and let x = k/u. Averaged over the thickness, electrons moving in this direction carry the fraction

w(x) = 1 − q(x),  q(x) = (1 − e^(−x))/x,

of the current that they would carry in the bulk at the same field.

Proof. Write the distribution as f0 + f1, where f0 is the equilibrium distribution and f1 is linear in the field E. For charge −e, the steady Boltzmann equation is

v_z ∂f1/∂z − eE v_x ∂f0/∂ε = −f1/τ.

The second term is the force −eE acting on f0, with the velocity obtained from the energy gradient. In the bulk the first term is absent and f1 = eEτ v_x ∂f0/∂ε. In the film write

f1 = eEτ v_x (∂f0/∂ε) g(z).

Here g = 1 means full bulk response. Substitute this form and divide by eE v_x ∂f0/∂ε:

τ v_z dg/dz = 1 − g.

At the Fermi surface τ v_z = λu. With the reduced depth s = z/d this becomes

dg/ds = (d/(λu)) (1 − g) = x(1 − g).

Electrons with u > 0 start at the surface s = 0. The deviation f1 of the electrons that arrive there is proportional to v_x, hence to the cosine of the azimuth, and its average over azimuth is zero. Diffuse scattering redistributes the arriving electrons without regard to their azimuth, so those that leave carry no deviation, and g(0) = 0. The solution is

g(s) = 1 − e^(−xs).

Its mean over 0 < s < 1 is 1 − (1 − e^(−x))/x, which is w. Electrons moving toward the other side start at s = 1 and have the same mean by mirror symmetry. ∎

The quantity x is the length of a complete crossing of the film, d/u, in units of λ. A steep path in a thin film has small x, and w ≈ x/2 is small: the surfaces interrupt the acceleration before a bulk collision would. A path almost parallel to the film has large x and w close to 1, whatever the thickness.

**Lemma 2: the film resistivity**

The film resistivity is ρ_f = ρ0/F(k), where

F(k) = (3/2) ∫₀¹ (1 − u²) w(k/u) du
= 1 − 3/(8k) + (3/(2k)) [E3(k) − E5(k)],

and E_n(k) = ∫₁^∞ e^(−kt) t^(−n) dt is the exponential integral.

Proof. Each electron contributes v_x f1 to the current, and f1 already contains one factor v_x. The weight of a direction is therefore v_x² = v_F² (1 − u²) cos²φ, with φ the azimuth. The factor −∂f0/∂ε confines the energy integral to the Fermi surface, which is common to film and bulk. The azimuthal integral is also common. The ratio of film to bulk conductivity is thus the mean of w with weight 1 − u² on 0 < u < 1. Since ∫₀¹(1 − u²)du = 2/3, the normalized weight is (3/2)(1 − u²).

For the closed form insert w = 1 − (u/k)(1 − e^(−k/u)):

F = 1 − (3/(2k)) ∫₀¹ (u − u³) du + (3/(2k)) ∫₀¹ (u − u³) e^(−k/u) du.

The first integral is 1/2 − 1/4 = 1/4, which gives 3/(8k). In the second put t = 1/u, so that du = −dt/t². It becomes ∫₁^∞ (t^(−3) − t^(−5)) e^(−kt) dt = E3 − E5. ∎

Angle brackets will denote the mean with weight (3/2)(1 − u²). In this notation F = ⟨w⟩. Since 0 < w < 1, also 0 < F < 1, so surface scattering raises the resistivity.

**Lemma 3: the product ρ0λ does not depend on temperature**

For a spherical Fermi surface at fixed electron density,

C = ρ0 λ = 3π²ħ/(e² kF²).

Proof. The bulk conductivity from f1 is 1/ρ0 = e² N τ v_F²/3, where N is the density of states at the Fermi energy, counting both spins, and the factor 1/3 is the mean of v_x²/v_F² over the sphere. A spherical shell gives N = kF²/(π²ħv_F). Therefore 1/ρ0 = e² kF² v_F τ/(3π²ħ) = e² kF² λ/(3π²ħ). ∎

Temperature enters through τ, which changes ρ0 and λ in inverse proportion. It follows that

k = d/λ = dρ0/C,

and that ρ_f, at given thickness, is a function of ρ0 alone.

**Theorem**

Under (A1) to (A5),

dρ_f/dT = S(k) dρ0/dT,  S = G/F²,

G = F − kF'(k)
= 1 − 3/(4k) + (3/k)[E3(k) − E5(k)] + (3/2)[E2(k) − E4(k)],

and the area found from the slope is A_app = A/S(k). The factor S is positive. It is below 1 for thick films, grows without bound as k → 0, and therefore equals 1 for at least one thickness.

**Proof of the formulas**

Differentiate ρ_f = ρ0/F(k) with respect to ρ0 at fixed d and C. Since k is proportional to ρ0, dk/dρ0 = k/ρ0. The quotient rule gives

dρ_f/dρ0 = 1/F − (ρ0 F'/F²)(k/ρ0) = (F − kF')/F² = G/F².

The chain rule in T then gives the first statement. For the closed form of G, differentiation under the integral sign gives dE_n/dk = −E_(n−1), and so

F' = 3/(8k²) − (3/(2k²))(E3 − E5) − (3/(2k))(E2 − E4).

Multiply by −k:

−kF' = −3/(8k) + (3/(2k))(E3 − E5) + (3/2)(E2 − E4).

Adding F doubles the first two of these terms and supplies the 1, which is the stated G. Finally dR/dT = (L/A) S dρ0/dT, and the definition of A_app gives A/S. ∎

A numerical march of the equation dg/ds = x(1 − g), without exponential integrals, was compared with these formulas at k = 0.13, 1 and 5. The values of F agreed within 2×10⁻⁵. The slope factor obtained by changing ρ0 by 1 % either way agreed with S within one part in a thousand.

**Lemma 4: the slope factor is positive**

Since k ∂w(k/u)/∂k = x w'(x), the definition of G gives G = ⟨w − xw'⟩. From w = 1 − q,

xw' = q − e^(−x),  w − xw' = 1 − 2q + e^(−x).

Call the last expression h(x). Multiplying by x gives

x h = x − 2 + 2e^(−x) + x e^(−x).

The right side vanishes at x = 0, and its derivative is 1 − (1 + x)e^(−x). This is positive for x > 0 because e^x > 1 + x. Hence h > 0, so G > 0 and S > 0. ∎

Heating the film therefore raises its resistance for every thickness in this model. The question is how S compares with 1, and for that G must be compared with F².

**Lemma 5: two competing terms**

With Var(w) = ⟨w²⟩ − ⟨w⟩²,

S = 1 + Var(w)/F² − ⟨q² − e^(−x)⟩/F²,

and both Var(w) and ⟨q² − e^(−x)⟩ are positive.

Proof. Compare h with w² for a single direction:

w² − h = (1 − q)² − (1 − 2q + e^(−x)) = q² − e^(−x).

Take the mean: G = ⟨w²⟩ − ⟨q² − e^(−x)⟩. Replace ⟨w²⟩ by F² + Var(w) and divide by F². The variance is positive because w differs between directions. For the other term note that

q = e^(−x/2) · sinh(x/2)/(x/2),

which is seen by writing 1 − e^(−x) = 2e^(−x/2) sinh(x/2). Because sinh(y) > y for y > 0, q² > e^(−x). ∎

The lemma shows how Matthiessen's rule fails, and why it can fail in either direction. Suppose first that each direction separately obeyed the rule, with a surface rate added to the bulk rate. Then w would have the form x/(x + c) with constant c, and

w − xw' = x/(x + c) − cx/(x + c)² = x²/(x + c)² = w².

The last term of the lemma would vanish, but the variance would remain and S would exceed 1. The directions conduct in parallel, and those least disturbed by the surfaces carry more than their bulk share of the current. They are also the directions in which bulk scattering matters most. This makes the film more sensitive to phonons than a common added rate would allow.

The remaining term measures how far a single direction departs from the rule. The form x/(x + c) results when the reduced distances s back to the last surface have the exponential distribution c e^(−cs), because the mean of 1 − e^(−xs) is then 1 − c/(c + x). In a film the distances are instead spread uniformly between zero and one full crossing. The result is h < w², which lowers S. The bias of the extracted area is the outcome of these two effects.

**Second half: the bias, its correction and its limits**

**Symbols and results carried over**

The film has thickness d, width W, length L and true area A = Wd. The bulk resistivity is ρ0(T), the mean free path is λ, C = ρ0λ is constant, and k = d/λ. For a direction with cosine u to the film normal, x = k/u, q = (1 − e^(−x))/x and w = 1 − q. The mean ⟨ ⟩ has weight (3/2)(1 − u²) on 0 < u < 1. The film resistivity is ρ0/F with F = ⟨w⟩, its temperature slope is S times the bulk slope with S = G/F² and G = F − kF' = ⟨w − xw'⟩, and the apparent area is A_app = A/S. The split of S is 1 plus a direction term Var(w)/F² minus a path term ⟨q² − e^(−x)⟩/F². The bulk slope dρ0/dT is written a.

**Thick films: the area comes out slightly too large**

For large k the exponential integrals are exponentially small. With ε = 3/(8k), what remains is F = 1 − ε and G = 1 − 2ε. Hence

S = (1 − 2ε)/(1 − ε)² = 1 − ε²/(1 − ε)² = 1 − 9/(64k²) + …

There is no term of first order in 1/k. The reason is visible in the resistivity itself:

ρ_f = ρ0 + 3C/(8d) + 9C²/(64d²ρ0) + …

The first surface correction is independent of ρ0 and disappears from the slope, as the extraction method assumes. The second falls as the metal warms, so S < 1 and A_app > A.

The split gives the same answer. For large k, q ≈ u/k, with ⟨u⟩ = 3/8 and ⟨u²⟩ = (3/2)(1/3 − 1/5) = 1/5. The direction term is (1/5 − 9/64)/k² and the path term is (1/5)/k². The path term wins by 9/(64k²).

**Thin films: the area comes out too small**

Let Λ = ln(1/k) + 1 − γ, where γ is Euler's constant. As k → 0,

F = (3/4)kΛ + k²/2 + …,  G = (3/4)k − k²/2 + …,

S ≈ 4/(3kΛ²).

Proof. Put J = E3 − E5. Differentiating twice gives J'' = E1 − E3. Integration by parts in E1 = ∫_k^∞ e^(−t)/t dt, with ∫₀^∞ e^(−t) ln t dt = −γ, gives E1 = −ln k − γ + k + …, and E3 = 1/2 − k + …. Therefore

J'' = Λ − 3/2 + 2k + …

The starting values are J(0) = 1/2 − 1/4 = 1/4 and J'(0) = −[E2(0) − E4(0)] = −(1 − 1/3) = −2/3. Integrating Λ twice from zero gives k²Λ/2 + 3k²/4, and the second piece cancels the double integral of −3/2. The result is

J = 1/4 − 2k/3 + k²Λ/2 + k³/3 + …

In F = 1 − 3/(8k) + 3J/(2k) the terms in 1/k cancel, and so do the constants, which leaves the stated F. Since kΛ' = −1, kF' = (3/4)kΛ − (3/4)k + k² + …, and F − kF' is the stated G. ∎

Because kΛ² → 0, S grows without bound. With S < 1 at large k and continuity between, S = 1 somewhere, which completes the proof of the theorem.

The leading term of G also shows which electrons are responsible. The identity w − xw' = −x² d(w/x)/dx and the substitution u = k/x turn G, for small k, into

G ≈ (3/2)k ∫₀^∞ (w − xw') dx/x² = (3/2)k [w/x]_(x→0) = (3/4)k,

because w ≈ x/2 at small x. Half of the integral comes from x below about 2.5, and the rest from a slowly falling tail at larger x. The electrons responsible therefore move nearly parallel to the film, with u of order k: about three quarters of G comes from u < k and one quarter from u > k. Their path between surfaces is typically a few mean free paths. Weighted by their contribution to G, and starting from a depth spread uniformly across the film, about 60 % of them meet a bulk collision before a surface (about 77 % if they start at a surface), while most electrons on much steeper paths reach a surface first.

The slope method makes the area of a thick film slightly too large and that of a very thin film too small, so S = 1 for at least one thickness. What remains is to locate that crossing, correct the area, work through an example and test the limits of the model.
